# Depletion width of silicon at the onset of strong inversion

## Problem

A metal-oxide-semiconductor capacitor is made on uniformly doped p-type silicon with acceptor density \(N=10^{16}\ \mathrm{cm^{-3}}\). The temperature is 300 K, the intrinsic density is \(n_i=10^{10}\ \mathrm{cm^{-3}}\), and the relative permittivity of silicon is \(\kappa=11.7\). A positive gate voltage is raised slowly until strong inversion begins.

(a) How wide is the depletion region?

(b) The oxide is 10 nm thick and has relative permittivity 3.9. What capacitance per area does a small, fast test signal see at this bias, if the electrons at the surface cannot follow it?

SI algebra is used, with \(q>0\) the elementary charge and \(\varepsilon=\kappa\varepsilon_0\). The depth \(x\) runs from the silicon surface inward. The potential \(\psi(x)\) is zero in the bulk and equals \(\psi_s\) at the surface.

## A tempting but wrong solution

In the bulk the Fermi level lies below the intrinsic level by \(q\phi_F\), where

\[
\phi_F=\frac{kT}{q}\ln\frac{N}{n_i}=0.3572\ \mathrm{V}.
\]

The surface changes from p-type to n-type when the bands have bent so far that the intrinsic level meets the Fermi level. Inversion therefore begins at \(\psi_s=\phi_F\). A uniformly charged depletion layer obeys \(W=\sqrt{2\varepsilon\psi_s/(qN)}\), so

\[
W=\sqrt{\frac{2(1.0359\times10^{-12}\ \mathrm{F/cm})(0.3572\ \mathrm{V})}{(1.602\times10^{-19}\ \mathrm{C})(10^{16}\ \mathrm{cm^{-3}})}}
=2.15\times10^{-5}\ \mathrm{cm}=0.215\ \mathrm{\mu m}.
\]

## Where the fault lies

The values of \(\phi_F\) and \(\varepsilon\) are right, and so is the formula for a given \(\psi_s\). The fault is the choice of \(\psi_s\).

When the intrinsic level meets the Fermi level at the surface, the electron and hole densities there both equal \(n_i=10^{10}\ \mathrm{cm^{-3}}\). The surface is then intrinsic. Its electron density is a million times smaller than the acceptor density, so the electrons contribute almost nothing to the charge. This is the start of weak inversion.

Strong inversion is defined by a stronger condition: the electron density at the surface must equal the hole density in the bulk. The bands must first bend by \(\phi_F\) to make the surface intrinsic, and then by \(\phi_F\) again to make it as strongly n-type as the bulk is p-type.

## Right solution

**Bulk densities.** For non-degenerate carriers in equilibrium,

\[
p_b=n_i e^{q\phi_F/kT},\qquad n_b=n_i e^{-q\phi_F/kT},\qquad p_bn_b=n_i^2 .
\]

With all acceptors ionized, neutrality requires \(p_b-n_b=N\). Since \(n_b/p_b\approx(n_i/N)^2=10^{-12}\), we may set \(p_b=N\). Taking the logarithm of the first relation gives the \(\phi_F\) used above. The numbers are

\[
\phi_F=(25.852\ \mathrm{mV})(13.8155)=0.3572\ \mathrm{V}.
\]

**Surface condition.** A positive potential lowers the energy of an electron by \(q\psi\). No steady current crosses the oxide, and the gate voltage changes slowly, so the electrons stay in equilibrium along the depth:

\[
n_s=n_b e^{q\psi_s/kT}=\frac{n_i^2}{N}e^{q\psi_s/kT}.
\]

Setting \(n_s=N\) gives \(e^{q\psi_s/kT}=(N/n_i)^2\), and hence

\[
\psi_s=\frac{2kT}{q}\ln\frac{N}{n_i}=2\phi_F=0.7143\ \mathrm{V}.
\]

**Width for a given surface potential.** The depletion approximation takes the charge density to be \(-qN\) for \(0<x<W\) and zero beyond. Poisson's equation \(\psi''=-\rho/\varepsilon\) becomes

\[
\frac{d^2\psi}{dx^2}=\frac{qN}{\varepsilon},\qquad 0<x<W .
\]

Both \(\psi\) and its slope vanish at \(x=W\), where the neutral bulk begins. Integrating from \(x\) to \(W\) gives

\[
0-\frac{d\psi}{dx}=\frac{qN}{\varepsilon}(W-x).
\]

The left side is the electric field, which points into the silicon. A second integration from \(x\) to \(W\) gives

\[
\psi(x)=\frac{qN}{2\varepsilon}(W-x)^2,\qquad
\psi_s=\frac{qNW^2}{2\varepsilon}.
\]

**Result for (a).** Solving for \(W\) and inserting \(\psi_s=2\phi_F\),

\[
W=\sqrt{\frac{2\varepsilon(2\phi_F)}{qN}}
=\sqrt{\frac{4\varepsilon kT\ln(N/n_i)}{q^2N}} .
\]

In Gaussian units \(\varepsilon\) is replaced by \(\kappa/4\pi\) and \(q\) by \(e\), so \(W^2=\kappa kT\ln(N/n_i)/(\pi e^2N)\). For the given silicon,

\[
W=\sqrt{\frac{2(1.0359\times10^{-12})(0.7143)}{(1.602\times10^{-19})(10^{16})}}\ \mathrm{cm}
=3.04\times10^{-5}\ \mathrm{cm}\approx0.30\ \mathrm{\mu m}.
\]

The tempting answer was too small by a factor \(\sqrt2\), because it used half the band bending. The surface field is \(qNW/\varepsilon=0.047\ \mathrm{MV/cm}\), and the depletion charge has magnitude \(qNW=0.0487\ \mathrm{\mu C/cm^2}\).

**Dependence on doping.** At fixed temperature, \(\ln W\) equals a constant plus \(\tfrac12\ln[\ln(N/n_i)]-\tfrac12\ln N\). Differentiating,

\[
\frac{d\ln W}{d\ln N}=-\frac12+\frac{1}{2\ln(N/n_i)}=-0.46
\]

at this doping. Heavier doping needs slightly more band bending, but it supplies the charge in a thinner layer, and the second effect wins. The same logarithm makes \(W\) insensitive to \(n_i\): a 10% rise in \(n_i\) lowers \(W\) by only about 0.3%.

## How good is the sharp-edged layer?

The depletion approximation ignores the electrons at the surface and the gradual return of holes near \(x=W\). Both can be restored. Let

\[
u=\frac{q\psi}{kT},\qquad r=\frac{n_i}{N},\qquad
L=\sqrt{\frac{\varepsilon kT}{q^2N}}=40.9\ \mathrm{nm}.
\]

The densities are \(p=Ne^{-u}\) and \(n=r^2Ne^u\). The fixed acceptor charge cancels the mobile charge at \(u=0\), so

\[
\rho=qN\left[e^{-u}-1-r^2(e^u-1)\right].
\]

Inserting this in Poisson's equation, with \(\psi=kTu/q\), gives

\[
L^2u''=1-e^{-u}+r^2(e^u-1).
\]

Multiply by \(u'\) and integrate from the bulk, where \(u=u'=0\):

\[
\tfrac12L^2u'^2=G(u),\qquad
G(u)=u-1+e^{-u}+r^2(e^u-u-1).
\]

At threshold \(u_s=2\ln(N/n_i)=27.63\), so \(r^2=e^{-u_s}\). Then

\[
G(u_s)=u_s-1+e^{-u_s}+1-e^{-u_s}(u_s+1)
=u_s(1-e^{-u_s}).
\]

The exponential is about \(10^{-12}\), so the surface field is \((kT/qL)\sqrt{2u_s}\). The depletion approximation gives the same value, because its width can be written \(W=L\sqrt{2u_s}\). The agreement comes from a cancellation in \(G\): the hole tail contributes \(-1\) and the surface electrons contribute \(+1\). By Gauss's law, \(qNW\) is therefore very nearly the total charge of the silicon, electrons included.

The part due to missing holes is slightly smaller. It can be expressed as a width,

\[
W_h=\int_0^\infty(1-e^{-u})\,dx .
\]

If the electrons are left out, all the charge comes from missing holes. The first integral then gives \(W_h\approx L\sqrt{2(u_s-1)}=0.2984\ \mathrm{\mu m}\). Numerical integration of the full equation gives \(0.2983\ \mathrm{\mu m}\), with electrons carrying 1.86% of the total charge. The simple width is thus about 2% larger than \(W_h\), and both round to 0.30 µm.

The potential halfway through the layer shows the same electrons at work. The parabola gives \(\psi_s/4=0.1786\) V at \(x=W/2\), while the full solution gives 0.1914 V. Both start with the same surface field, but in the full solution electrons close to the surface terminate 1.86% of it. Over the distance \(W/2\) this reduces the potential drop by roughly

\[
0.0186\,(0.0470\ \mathrm{MV/cm})(152\ \mathrm{nm})=13\ \mathrm{mV},
\]

which accounts for the difference.

## Beyond threshold

The threshold width is often called the maximum depletion width. To see how far that name is justified, change the variable in \(W_h\) from \(x\) to \(u\), using \(|dx|=L\,du/\sqrt{2G}\):

\[
W_h=\int_0^{u_s}\frac{L(1-e^{-u})}{\sqrt{2G(u)}}\,du,
\qquad
\frac{dW_h}{du_s}=\frac{L(1-e^{-u_s})}{\sqrt{2G(u_s)}} .
\]

Above threshold the electron term in \(G\) grows as \(e^{u_s}\), so each further step of band bending adds less width. Growth slows, but it does not stop at threshold.

Raising \(n_s\) from \(N\) to \(100N\) takes a further \((kT/q)\ln100=0.119\) V of band bending. The total silicon charge grows by a factor 2.18, while \(W_h\) grows by a factor 1.07, to 0.3185 µm. In units of \(qN\), the total charge rises by \((2.179-1)(303.9\ \mathrm{nm})=358\) nm, of which missing holes supply 20 nm. Electrons supply the other 94%. This is why the width is nearly pinned even though the gate charge more than doubles.

## The capacitance

For the depletion charge, \(Q=qNW\) and \(Q^2=2\varepsilon qN\psi_s\). Differentiating gives \(2Q\,dQ=2\varepsilon qN\,d\psi_s\), so

\[
C_d=\frac{dQ}{d\psi_s}=\frac{\varepsilon qN}{Q}=\frac{\varepsilon}{W}=34.1\ \mathrm{nF/cm^2}.
\]

Apart from a constant offset, the gate voltage is \(\psi_s+Q/C_{ox}\), where \(C_{ox}=345.3\ \mathrm{nF/cm^2}\) is the oxide permittivity divided by its thickness. Differentiating with respect to \(Q\) shows that the two capacitances are in series:

\[
\frac1C=\frac1{C_{ox}}+\frac W\varepsilon,
\qquad
C=\frac{(345.3)(34.08)}{345.3+34.08}\ \mathrm{nF/cm^2}=31.0\ \mathrm{nF/cm^2}.
\]

In the depletion approximation the answer to (b) is therefore about \(31\ \mathrm{nF/cm^2}\), or 9% of the oxide capacitance. The sharp edge makes this slightly low. With the electrons held fixed, the signal moves only the gradual hole edge, and the width that enters is very nearly \(W_h=0.298\ \mathrm{\mu m}\), which gives \(31.6\ \mathrm{nF/cm^2}\), about 2% more. The simple value also estimates the minimum of a high-frequency capacitance-voltage curve, for which electrons follow the slow bias but not the test signal. Because the width still creeps upward beyond threshold, the true minimum lies a few percent lower, near \(30\ \mathrm{nF/cm^2}\): at \(n_s=100N\), \(W_h=0.3185\ \mathrm{\mu m}\) gives \(29.7\ \mathrm{nF/cm^2}\).

The wrong width would give \(C_d=48.2\) and \(C=42.3\ \mathrm{nF/cm^2}\). The error also matters when the curve is used to find the doping. The correct relation fixes \(W^2\propto4\ln(N/n_i)/N\), whereas the wrong one has 2 in place of 4. Fitted to the same measured width, the wrong relation returns a little less than half the true doping.

## The model beside a real capacitor

A doping of \(10^{16}\ \mathrm{cm^{-3}}\) is moderate, and the permittivities are rough typical values. One assumption that a measurement can easily break is that electrons have time to collect. In a region emptied of carriers, generation through midgap centres with equal electron and hole lifetimes \(\tau\) proceeds at the rate \(n_i/(2\tau)\) per volume. An inversion layer well beyond threshold holds a sheet density of about \(NW\) or more; at \(n_s=100N\) the figures above give about \(1.1NW\). Supplying a sheet density \(NW\) from a layer of width \(W\) takes about

\[
t=\frac{NW}{Wn_i/(2\tau)}=\frac{2\tau N}{n_i}=2\ \mathrm{s}
\]

for a rough lifetime of 1 µs. This sets a scale, not a bound. A deeply depleted layer is wider than \(W\) and supplies a sheet \(NW\) somewhat faster, but the larger gate voltage that produces it also calls for a much larger sheet. As electrons collect, the depletion layer narrows and the part of it still empty of carriers shrinks, so nearly complete filling takes tens of seconds at this lifetime. A sweep carried well beyond threshold in much less than 2 s, in the dark, leaves the silicon in deep depletion. If the band bending then reaches 5 V, the width is 0.80 µm instead of 0.30 µm, and the sheet that must finally collect at that gate voltage is about \(30NW\).

The following effects are smaller at 300 K:

- **Quantum confinement.** On a (100) surface, with electron masses 0.92 and 0.19 \(m_e\) and a triangular well of the threshold field bounded by an impenetrable oxide wall, the subbands hold 0.70 times the classical electron sheet density. Restoring the classical value takes 9.2 mV more band bending. Since \(W\propto\sqrt{\psi_s}\), the width rises by 0.6%. A finite oxide barrier of about 3 eV and the curvature of the real well soften these figures to roughly 0.75, 7.5 mV and 0.5%.
- **Carrier statistics.** The leading degeneracy correction to the surface electron density is about \(10^{-4}\). With an acceptor level of roughly 45 meV and a valence-band density of states of roughly \(3\times10^{19}\ \mathrm{cm^{-3}}\), just under 1% of the bulk acceptors are neutral, which changes \(\psi_s\) by about 0.4 mV.
- **Breakdown.** The threshold band bending, 0.714 V, is less than the gap of about 1.1 eV divided by \(q\). A carrier cannot gain the gap energy from this potential drop, and the bulk valence band does not line up with the surface conduction band. Avalanche and band-to-band tunnelling are therefore not expected at threshold. At 5 V of band bending this energy argument no longer protects the device.

Temperature matters more. At 400 K, with doping, permittivity and gap held fixed, \(n_i\) rises to a few times \(10^{12}\ \mathrm{cm^{-3}}\). The fall of the logarithm outweighs the rise of \(kT\), so the threshold band bending drops to about 0.55 V and the width to about 0.27 µm, roughly 12% below its value at 300 K. In real silicon the gap also shrinks on heating, which raises \(n_i\) to about \(5\times10^{12}\ \mathrm{cm^{-3}}\) and moves these figures to about 0.52 V, 0.26 µm and 15%.

The formula itself requires \(N\gg n_i\). Since \(W/L=2\sqrt{\ln(N/n_i)}\), which is 7.4 here, the layer is wider than its edge, which is blurred over a few \(L\). As \(N\) approaches \(n_i\), that ratio falls, the bulk hole density no longer equals \(N\), and a sharply bounded depletion layer ceases to be a useful description.

## Calculated quantities

```
Temperature: 300 K
Acceptor density: 1.0e+16 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Silicon relative permittivity (rough input): 11.7
Silicon permittivity: 1.0359e-12 F/cm
Thermal voltage kT/q: 25.852 mV
ln(N/n_i): 13.8155
Bulk potential phi_F: 0.3572 V
Threshold band bending 2 phi_F: 0.7143 V
Depletion width W: 0.3039 um = 303.9 nm
Surface field: 0.0470 MV/cm
Charge per area qNW: 0.0487 uC/cm2
Debye length L: 40.88 nm
Full Poisson surface field: 0.0470 MV/cm
Full Poisson missing-hole width: 0.2983 um
Hole-tail estimate L sqrt(2(u_s-1)): 0.2984 um
Electron share of charge at threshold: 1.86 %
Potential at W/2, depletion formula: 0.1786 V
Potential at W/2, full Poisson: 0.1914 V
Missing-hole width at n_s = 100 N: 0.3185 um
Width ratio, n_s = 100 N to n_s = N: 1.068
Charge ratio, n_s = 100 N to n_s = N: 2.179
Oxide thickness: 10 nm
Oxide relative permittivity (rough input): 3.9
Oxide capacitance: 345.3 nF/cm2
Depletion capacitance eps/W: 34.08 nF/cm2
Series capacitance: 31.02 nF/cm2
Series capacitance / oxide capacitance: 0.0898
Electron masses (rough input): 0.92, 0.19 m_e
Quantum/classical electron sheet density: 0.700
Extra band bending from confinement: 9.2 mV
Width change from confinement: 0.64 %
Degeneracy correction at surface: 1.3e-04 (fraction)
Acceptor level (rough input): 45 meV
Valence density of states (rough input): 3e+19 cm^-3
Neutral acceptors in the bulk: 0.75 %
Band gap (rough input): 1.12 eV
Intrinsic density at 400 K: 3.5e+12 cm^-3
Threshold band bending at 400 K: 0.549 V
Depletion width at 400 K: 0.267 um
Generation lifetime (rough input): 1 us
Inversion-layer formation time scale: 2.0 s
Deep-depletion width at 5 V: 0.804 um
Deep-depletion surface field: 0.124 MV/cm
```
